\section*{Mullins' Small-Slope Equation for Surface Diffusion and Its Kinetic Coefficient}

A solid surface of height $h(x,t)$, uniform along $y$, whose shape changes by diffusion of atoms along the surface obeys, at small slope,
\begin{equation}
\frac{\partial h}{\partial t}=-B\,\frac{\partial^4 h}{\partial x^4},
\qquad
B=\frac{D\,\nu\,\gamma\,\Omega^2}{k_BT}.
\label{main}
\end{equation}
Here $D$ is the diffusivity of the mobile surface atoms (adatoms), $\nu$ their number per area on a flat surface in equilibrium, $\gamma$ the surface energy per area, $\Omega$ the volume per atom and $k_BT$ the thermal energy. If $\gamma$ depends on the surface angle $\theta$, it is replaced in $B$ by the stiffness $\gamma+\gamma''$ at the orientation of the flat surface, where primes on $\gamma$ denote derivatives with respect to $\theta$. The algebra is in atomic units with $k_B$ kept; numbers are in eV, \aa ngstr\"om and seconds.

The model contains capillarity and surface diffusion alone: there is no stress, evaporation, bulk diffusion or force between film and substrate. $D$ and $\nu$ are constants, and $\gamma(\theta)$ is smooth. Subscripts $x$, $t$ and $s$ on $h$, $\mu$ and $J$ denote derivatives.

The chemical potential follows from the energy cost of adding material. With $p=h_x=\tan\theta$, an element $dx$ carries the surface length $\sqrt{1+p^2}\,dx$, so the surface energy per unit width is
\begin{equation}
F=\int f(p)\,dx,\qquad f(p)=\gamma(\theta)\sqrt{1+p^2}.
\end{equation}
Change $h$ by $\delta h$, periodic or vanishing at the ends. Integration by parts then leaves no boundary term:
\begin{equation}
\delta F=\int f'(p)\,\delta h_x\,dx
=-\int f''(p)\,h_{xx}\,\delta h\,dx .
\end{equation}
Since $d\theta/dp=1/(1+p^2)$,
\begin{align}
f'(p)&=\frac{\gamma'+\gamma p}{\sqrt{1+p^2}},\\
f''(p)&=\frac{\gamma''+\gamma' p}{(1+p^2)^{3/2}}
+\frac{\gamma}{\sqrt{1+p^2}}
-\frac{(\gamma'+\gamma p)p}{(1+p^2)^{3/2}}
=\frac{\gamma+\gamma''}{(1+p^2)^{3/2}} .
\end{align}
The terms in $\gamma'$ cancel, and the terms in $\gamma$ combine because $(1+p^2)-p^2=1$. The added volume per width is $\int\delta h\,dx$, and one atom adds the volume $\Omega$. The energy per added atom, measured from that of a flat surface, is therefore
\begin{equation}
\mu=\Omega(\gamma+\gamma'')\kappa,
\qquad
\kappa=-\frac{h_{xx}}{(1+h_x^2)^{3/2}} .
\label{mu}
\end{equation}
The curvature $\kappa$ is positive at the top of a hill, where, for positive stiffness, an atom costs more energy than on a flat surface. This is the first factor of $\Omega$ in $B$.

The stiffness appears because added material both lengthens and rotates the surface. Take $\gamma(\theta)=\gamma_0(1+e\cos4\theta)$. Two derivatives bring down $-16$, so
\begin{equation}
\gamma+\gamma''=\gamma_0(1-15e\cos4\theta).
\end{equation}
For $\gamma_0=0.1$ eV/\AA$^2$ and $e=0.02$, the surface energy at $\theta=0$ is $0.102$ eV/\AA$^2$, but the stiffness is $0.070$ eV/\AA$^2$. As a test at finite slope, a small bump was added to a curved profile and the energy change was found by summing over the straight segments of a polygon. The mean energy per added atom was $2.532\times10^{-4}$ eV, in agreement with (\ref{mu}). Omitting $\gamma''$ gives $3.176\times10^{-4}$ eV, about 25\% above the polygon value. If $e>1/15$, the stiffness at $\theta=0$ is negative. Then $B<0$, the flat orientation is unstable, and (\ref{main}) makes short waves grow without a cutoff; further physics is needed. At a facet cusp $\gamma''$ does not exist, and the derivation does not apply.

Next comes the flux. Let $c$ be the adatom density and $s$ the arclength, increasing with $x$. Dilute adatoms have the chemical potential $k_BT\ln(c/\nu)$ relative to those on a flat surface. If they exchange rapidly with the solid beneath them, this equals $\mu$, so $c=\nu e^{\mu/k_BT}$. Fick's law gives the number of atoms crossing a unit width per time:
\begin{equation}
J=-D\frac{\partial c}{\partial s}
=-\frac{D\nu}{k_BT}e^{\mu/k_BT}\frac{\partial\mu}{\partial s}
\simeq-\frac{D\nu}{k_BT}\frac{\partial\mu}{\partial s},
\qquad |\mu|\ll k_BT .
\label{flux}
\end{equation}
Atoms flow from high to low $\mu$; for a single sinusoidal ripple of small slope with positive stiffness, this is from hills to valleys. The factor $1/k_BT$ converts a gradient of energy into a relative gradient of density. It does not give the whole temperature dependence of $B$, because $D$ and $\nu$ may also vary with temperature.

The quantities $D$ and $\nu$ must describe the same atoms. Suppose that all $N_0$ surface atoms per area are counted and each is mobile for a fraction $f_m=\nu/N_0$ of the time. Let $m$ and $i$ be the amplitudes of a long density wave of labelled atoms in the mobile and immobile states. Exchange between the states conserves $m+i$, and only the mobile part diffuses:
\begin{equation}
\frac{d(m+i)}{dt}=-Dq^2m\simeq-f_mDq^2(m+i).
\end{equation}
The last step holds when the wavenumber $q$ is so small that exchange keeps $m=f_m(m+i)$. The diffusivity averaged over all surface atoms, for independent atoms, is thus $D_{\rm tr}=f_mD$, and
\begin{equation}
D_{\rm tr}N_0=D\nu .
\end{equation}
Either pair may be used in $B$. Combining the adatom value $D$ with the density $N_0$ would make $B$ too large by $1/f_m$. For $D=10^{10}$ \AA$^2$/s, $\nu=10^{-4}$ \AA$^{-2}$ and $N_0=0.1$ \AA$^{-2}$ one has $f_m=10^{-3}$, so the error would be a factor of 1000. Diagonalizing the two-state rate matrix for $q=6.28\times10^{-5}$ \AA$^{-1}$ and a capture rate of $10^6$ s$^{-1}$ from the mobile to the immobile state, much larger than $Dq^2$, gives $D_{\rm tr}=1.000\times10^7$ \AA$^2$/s, and both products equal $1.000\times10^6$ s$^{-1}$ to this precision.

Conservation turns the flux into motion. Between $x$ and $x+dx$, atoms enter at the rate $J(x)$ and leave at the rate $J(x+dx)$, and each deposited atom supplies the volume $\Omega$. Neglecting the change in the number of stored adatoms, $h_t\,dx=\Omega[J(x)-J(x+dx)]$, or
\begin{equation}
\frac{\partial h}{\partial t}=-\Omega\frac{\partial J}{\partial x}.
\label{cons}
\end{equation}
This is the second factor of $\Omega$. No slope approximation has been made: the normal velocity is $v_n=-\Omega J_s$, while $h_t=\sqrt{1+h_x^2}\,v_n$ and $\partial_x=\sqrt{1+h_x^2}\,\partial_s$, so the square roots agree.

For isotropic $\gamma$, inserting (\ref{mu}) and (\ref{flux}) into (\ref{cons}) gives
\begin{align}
\frac{\partial h}{\partial t}
&=\frac{D\nu\Omega}{k_BT}\frac{\partial}{\partial x}
\left[\frac{1}{\sqrt{1+h_x^2}}\frac{\partial\mu}{\partial x}\right]
\nonumber\\
&=-B\frac{\partial}{\partial x}\left[
\frac{1}{\sqrt{1+h_x^2}}\frac{\partial}{\partial x}
\frac{h_{xx}}{(1+h_x^2)^{3/2}}\right].
\label{full}
\end{align}
The minus signs in Fick's law and in conservation cancel; the one that remains comes from the curvature. For $|h_x|\ll1$ both denominators become one, which gives (\ref{main}). Two derivatives come from curvature, one from the gradient that drives the flux and one from its divergence. For a ripple the neglected terms are smaller by the order of the maximum slope squared. They do not vanish where $h_x=0$: there the right side of (\ref{full}) is $-B(h_{xxxx}-3h_{xx}^3)$. With anisotropic $\gamma$, the same linear equation holds with the stiffness at $\theta=0$, but if the stiffness varies linearly with $\theta$ there, the first correction is of relative order $h_x$.

For a ripple $h=h_0+a(t)\cos kx$, four derivatives give $k^4$, and
\begin{equation}
\frac{da}{dt}=-Bk^4a,\qquad a(t)=a_0e^{-Bk^4t}.
\end{equation}
Doubling the wavelength multiplies the lifetime $1/(Bk^4)$ by 16. The slope correction follows from (\ref{full}). Put $\varepsilon=ak$ and $\xi=kx$, so that $h_x=-\varepsilon\sin\xi$ and $h_{xx}=-k\varepsilon\cos\xi$. Through order $\varepsilon^3$, using $\cos\xi\sin^2\xi=(\cos\xi-\cos3\xi)/4$,
\begin{align}
\frac{h_{xx}}{(1+h_x^2)^{3/2}}
&\simeq-k\left(\varepsilon\cos\xi
-\tfrac32\varepsilon^3\cos\xi\sin^2\xi\right)\nonumber\\
&=-k\left[\left(\varepsilon-\tfrac38\varepsilon^3\right)\cos\xi
+\tfrac38\varepsilon^3\cos3\xi\right].
\end{align}
Its $x$-derivative is $k^2[(\varepsilon-\frac38\varepsilon^3)\sin\xi+\frac98\varepsilon^3\sin3\xi]$. Multiplication by $(1+h_x^2)^{-1/2}\simeq1-\frac12\varepsilon^2\sin^2\xi$ adds $-\frac12k^2\varepsilon^3\sin^3\xi$. Because $\sin^3\xi=(3\sin\xi-\sin3\xi)/4$, the square bracket in (\ref{full}) becomes
\begin{equation}
k^2\left[\left(\varepsilon-\tfrac34\varepsilon^3\right)\sin\xi
+\tfrac54\varepsilon^3\sin3\xi\right].
\end{equation}
One more derivative, multiplied by $-B$, gives for the fundamental
\begin{equation}
\frac{da}{dt}=-Bk^4a\left[1-\tfrac34(ak)^2\right].
\label{slope}
\end{equation}
Finite slope slows the decay of the fundamental. The crest of a pure cosine at first falls faster than the linear law, by the factor $1-\frac34\varepsilon^2+\frac{15}{4}\varepsilon^2=1+3\varepsilon^2$, while the third harmonic builds up. Half of the correction comes from the reduced curvature and half from the longer path along the surface. The third harmonic generated from a pure cosine has amplitude of order $\varepsilon^3/k$ and acts back on the fundamental at a higher order than is kept here.

To integrate (\ref{slope}), set $w=1/(ak)^2$. Then
\begin{equation}
\frac{dw}{dt}=-\frac{2w}{a}\frac{da}{dt}=2Bk^4\left(w-\tfrac34\right),
\end{equation}
so $w-\frac34$ grows as $e^{2Bk^4t}$. Solving for $a$ gives
\begin{equation}
a(t)=\frac{a_0e^{-Bk^4t}}
{\sqrt{1-\frac34(a_0k)^2\left(1-e^{-2Bk^4t}\right)}} .
\label{closed}
\end{equation}

For a numerical case take the round model parameters $\gamma=0.1$ eV/\AA$^2$ (isotropic), $\Omega=16$ \AA$^3$ and $T=1000$ K, with the $D$ and $\nu$ above. Then $k_BT=0.08617$ eV, and
\begin{align}
\frac{D\nu}{k_BT}&=\frac{10^{10}\times10^{-4}}{0.08617}
=1.160\times10^7\ {\rm eV^{-1}\,s^{-1}},\nonumber\\
\gamma\Omega^2&=0.1\times16^2=25.6\ {\rm eV\,\mbox{\AA}^4},\nonumber\\
B&=1.160\times10^7\times25.6
=2.97\times10^8\ {\rm \mbox{\AA}^4/s}.
\end{align}
In atomic units $B=9.16\times10^{-8}$ bohr$^4$ per atomic unit of time. The anisotropic surface considered earlier, with stiffness $0.070$ eV/\AA$^2$, would have $B=2.08\times10^8$ \AA$^4$/s.

A ripple of wavelength $10^4$ \AA\ has $k=6.283\times10^{-4}$ \AA$^{-1}$ and lifetime $2.16\times10^4$ s. At $2\times10^4$ \AA\ the lifetime is $3.46\times10^5$ s, larger by the factor 16. For the shorter wave with $a_0=100$ \AA, the initial crest has $\mu/k_BT=\Omega\gamma a_0k^2/k_BT=7.3\times10^{-4}$, so linearizing the exponential is justified.

The decay was tested by moving points on a curve along their normals, with geometric curvature and the full exponential for $c$. After one lifetime, the 100 \AA\ ripple had amplitude 36.84 \AA. The linear law gives 36.79 \AA, and (\ref{closed}) gives 36.84 \AA. For $a_0=400$ \AA, where the maximum slope is 0.25, the three values are 150.18, 147.15 and 150.26 \AA. Relative to the moving curve, the linear amplitude is about 2\% low and the corrected one about 0.05\% high. The longer wave with $a_0=200$ \AA\ ended at 73.67 \AA, against 73.58 \AA\ from the linear law evaluated at its own lifetime, which tests the $k^4$ dependence as well.

Two assumptions, fast exchange and small adatom storage, can be checked together. Let $\eta$ be the amplitude of the adatom density wave accompanying a small ripple of amplitude $a$. In local equilibrium $\eta=\beta a$, with $\beta=\nu\Omega\gamma k^2/k_BT$. If $\eta$ relaxes towards this value at a rate $r$,
\begin{align}
\frac{d\eta}{dt}&=-Dk^2\eta-r(\eta-\beta a),\nonumber\\
\frac{da}{dt}&=\Omega r(\eta-\beta a).
\end{align}
For solutions proportional to $e^{-\lambda t}$ the determinant condition is $\lambda^2-S\lambda+P=0$, where
\begin{align}
S&=Dk^2+r+\Omega\beta r,\nonumber\\
P&=(Dk^2+r)\Omega\beta r-\Omega\beta r^2=\Omega\beta rDk^2 .
\end{align}
Since $S\geq r+Dk^2\geq2\sqrt{rDk^2}$, one has $P/S^2\leq\Omega\beta/4$. When $\Omega\beta\ll1$, the slow root is therefore $P/S$. With $\Omega\beta Dk^2=Bk^4$,
\begin{equation}
\lambda\simeq\frac{Bk^4}{1+Dk^2/r+Bk^2/D}.
\label{exchange}
\end{equation}
The decay rate $Bk^4$ of (\ref{main}), known as Mullins' equation, requires $Dk^2\ll r$ and $Bk^2/D\ll1$. For the $10^4$ \AA\ ripple, $Dk^2=3.95\times10^3$ s$^{-1}$ and $Bk^2/D=1.2\times10^{-8}$, so storage in the density wave is negligible. Adatoms taken up or released as the surface area changes add a relative term of order $\nu\Omega ak^2$, which is $6\times10^{-8}$ for $a=100$ \AA\ and also negligible. With $r=10^6$ s$^{-1}$ the decay rate is 0.996 of $Bk^4$; with $r=10^3$ s$^{-1}$ it falls to $1/(1+3.95)=0.202$ of it. Diagonalization of the coupled rate equations confirms both ratios. In the limit of slow exchange, $r\ll Dk^2$, (\ref{exchange}) becomes $\lambda\simeq\Omega\beta r=\nu\Omega^2\gamma rk^2/k_BT$. The decay is then limited by exchange with the solid and varies as $k^2$, not $k^4$.

For a film on a substrate, $h$ is the thickness and $h_0$ its mean. Equation (\ref{main}) with $B>0$ damps every ripple, whatever the value of $h_0$. If the initial profile is $h_0+\sum_n a_n\cos(k_nx+\phi_n)$, the deviation from $h_0$ never exceeds $\sum_n|a_n|$. A film for which this sum is less than $h_0$ cannot reach the substrate in the linear model. A deeper initial groove is different, because damping of each ripple does not mean that every minimum rises. Take
\begin{equation}
h=h_0-a\cos kx+b\cos2kx,\qquad \frac{a}{16}<b<\frac a4 .
\end{equation}
At $x=0$, $h_{xx}=k^2(a-4b)>0$, so this is a minimum, while $h_t=-Bk^4(16b-a)<0$. The minimum first deepens, because the shorter wave that raised it decays faster. If it lies close enough to the substrate, it can touch.

Dewetting of a film whose roughness is small compared with its thickness, in the sense $\sum_n|a_n|<h_0$, thus needs something outside this linear model, such as an existing hole or edge, a grain boundary, or another driving force. Small slope alone does not exclude contact, as the example shows. Once the substrate is exposed, (\ref{full}) must be supplemented at the contact line by $h=0$, a contact angle and zero flux, and the small-slope form is usable only if that angle is small. At contact angles of $90^\circ$ or more, $h(x,t)$ has infinite slope or is not single-valued; the curve itself must then be followed with $v_n=-\Omega J_s$. The coefficient $B$ still sets the time scale for isotropic $\gamma$: when $x$ and $h$ are measured in units of a length $L$ and $t$ in units of $L^4/B$, equation (\ref{full}) contains no parameter. Islands of the same shape and contact angle, differing in size alone, therefore evolve in times proportional to $L^4/B$. The same holds for holes if the film thickness is scaled by the same factor as the hole width, but not for holes of different width in one film. Both statements require that the islands or holes are large enough for $|\mu|\ll k_BT$, for exchange with the solid to be fast compared with diffusion across them, and for adatom storage to be negligible, as assumed in deriving (\ref{full}).

\section*{Calculated quantities}
\begin{verbatim}
surface energy gamma = 0.100 eV/A^2
atomic volume Omega = 16.0 A^3
temperature T = 1000 K
thermal energy kB T = 0.086173 eV
adatom diffusivity D = 1.000e+10 A^2/s
adatom density nu = 1.000e-04 A^-2
surface atom density N0 = 0.100 A^-2
D nu / kB T = 1.16045e+07 1/(eV s)
gamma Omega^2 = 25.6000 eV A^4
Mullins coefficient B = 2.97076e+08 A^4/s
B in atomic units = 9.16384e-08 bohr^4/(atomic time)
anisotropy amplitude e = 0.020 (no unit)
gamma at theta=0 = 0.1020 eV/A^2
stiffness at theta=0 = 0.0700 eV/A^2
B with this stiffness = 2.07953e+08 A^4/s
mean mu, polygon energy = 2.532054e-04 eV
mean mu, stiffness formula = 2.532056e-04 eV
mean mu, gamma without gamma'' = 3.175577e-04 eV
mobile fraction f = 1.000e-03 (no unit)
tracer diffusivity from rate matrix = 9.99961e+06 A^2/s
tracer D times N0 = 9.99961e+05 1/s
adatom D times nu = 1.00000e+06 1/s
diffusion rate D k^2, 10000 A ripple = 3.94784e+03 1/s
storage ratio B k^2/D = 1.1728e-08 (no unit)
exchange r=1e+06 1/s: decay rate/(B k^4) = 0.99607
exchange r=1e+03 1/s: decay rate/(B k^4) = 0.20211
ripple: wavelength 10000 A, start amplitude 100 A
  k = 6.28319e-04 1/A; maximum slope = 0.06283
  crest mu/(kB T) at start = 7.3300e-04 (no unit)
  lifetime 1/(B k^4) = 2.15980e+04 s
  amplitude after one lifetime, moving curve = 36.8351 A
  linear law = 36.7879 A; slope-corrected law = 36.8351 A
ripple: wavelength 10000 A, start amplitude 400 A
  k = 6.28319e-04 1/A; maximum slope = 0.25133
  crest mu/(kB T) at start = 2.9320e-03 (no unit)
  lifetime 1/(B k^4) = 2.15980e+04 s
  amplitude after one lifetime, moving curve = 150.1843 A
  linear law = 147.1518 A; slope-corrected law = 150.2615 A
ripple: wavelength 20000 A, start amplitude 200 A
  k = 3.14159e-04 1/A; maximum slope = 0.06283
  crest mu/(kB T) at start = 3.6650e-04 (no unit)
  lifetime 1/(B k^4) = 3.45568e+05 s
  amplitude after one lifetime, moving curve = 73.6701 A
  linear law = 73.5759 A; slope-corrected law = 73.6703 A
\end{verbatim}
